# Self-stopping ceria polishing by contact-driven displacement of a cohesive additive layer: a numerical check

```python
# Result under test: a renewable, cohesive additive layer that ceria contacts
# knock off at a rate proportional to local pressure gives self-stopping
# polishing: cleared on raised features, retained on the planar surface.
# Symbols: theta = additive coverage; a = adsorption rate (1/s);
# kd = thermal detachment rate (1/s); beta = hit rate per pressure (1/s/kPa);
# w = cohesion/kT; K = bare-oxide removal coefficient (nm/s/kPa);
# P = nominal pressure (kPa); rho = raised area fraction;
# kappa = pad stiffness (kPa/nm); h = step height (nm).
import numpy as np
from scipy.constants import k as k_boltzmann
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

a, kd, beta, w = 8.0, 0.5, 1.0, 3.5
K, P, rho, kappa = 0.1, 20.0, 0.25, 0.4
h_start, h_end, temperature = 500.0, 20.0, 298.15
p_raised = P / rho
h_contact = P / (rho * kappa)


def coverage_rate(theta, p, ads=a, hit=beta, coh=w):
    return ads * (1 - theta) - (kd + hit * p) * theta * np.exp(-coh * theta)


def coverage(p, ads=a, hit=beta, coh=w):
    return brentq(lambda x: coverage_rate(x, p, ads, hit, coh), 0, 1,
                  xtol=1e-14)


def removal(p, ads=a, coh=w):
    return K * p * (1 - coverage(p, ads, beta, coh))


def trigger(ads=a, hit=beta):
    return (ads * np.exp(w / 2) - kd) / hit


def log_slope(p):
    th = coverage(p)
    return 1 + beta * p / (kd + beta * p) * th / (1 - w * th * (1 - th))


def pressures(h):
    if h >= h_contact:
        return p_raised, 0.0
    return P + (1 - rho) * kappa * h, P - rho * kappa * h


# Rough pad: Hertz contacts on Gaussian summit heights.
def summit_moment(d, power):
    return quad(lambda x: x**power * np.exp(-(x + d)**2 / 2), 0, 9,
                epsabs=1e-13)[0]


d_low = 2.5
load_low = summit_moment(d_low, 1.5)
d_high = brentq(lambda d: summit_moment(d, 1.5) - load_low / rho, 0, d_low)
area_ratio = summit_moment(d_high, 1) / summit_moment(d_low, 1)
contact_pressure_ratio = (1 / rho) / area_ratio
area_exponent = np.log(area_ratio) / np.log(1 / rho)
assert contact_pressure_ratio < 1.15 and 0.9 < area_exponent < 1

# Squeezing alone: pressure work on 1 nm^3 speeds thermal detachment by
# exp(work/kT), with no abrasive hits.
squeeze_planar = P * 1e3 * 1e-27 / (k_boltzmann * temperature)
squeeze_raised = p_raised * 1e3 * 1e-27 / (k_boltzmann * temperature)
cover_unloaded = coverage(0.0)
cover_squeezed = brentq(
    lambda x: a * (1 - x) - kd * np.exp(squeeze_raised - w * x) * x,
    0, 1, xtol=1e-14)
assert cover_squeezed > 0.99
assert abs(cover_squeezed - cover_unloaded) < 1e-3

# Stationary distribution of a stochastic layer with many coupled sites.
sites = 4000
occupied = np.arange(sites)
for p in (P, trigger(), p_raised):
    gain = np.log(a * (sites - occupied))
    loss = (np.log((kd + beta * p) * (occupied + 1))
            - w * (occupied + 1) / sites)
    log_prob = np.concatenate(([0.0], np.cumsum(gain - loss)))
    prob = np.exp(log_prob - log_prob.max())
    mean_cover = np.dot(np.arange(sites + 1), prob) / prob.sum() / sites
    assert abs(mean_cover - coverage(p)) < 3e-3

# Trigger pressure against a numerical search for half coverage.
for ads, hit in ((a, beta), (2 * a, beta), (a, 2 * beta)):
    found = brentq(lambda p: coverage(p, ads, hit) - 0.5, 0.01, 500)
    assert abs(found - trigger(ads, hit)) < 1e-6
p_star = trigger()
a_min = (kd + beta * P) * np.exp(-w / 2)
a_max = (kd + beta * p_raised) * np.exp(-w / 2)
assert a_min < a < a_max
assert coverage(P, 0.98 * a_min) < 0.5 < coverage(P, 1.02 * a_min)
assert coverage(p_raised, 0.98 * a_max) < 0.5
assert coverage(p_raised, 1.02 * a_max) > 0.5

# Logarithmic slope and the limit on contrast without cohesion.
for p in (P, p_star, p_raised):
    e = 1e-4
    numeric = np.log(removal(p * (1 + e)) / removal(p * (1 - e)))
    numeric /= np.log((1 + e) / (1 - e))
    assert abs(numeric - log_slope(p)) < 1e-5
rate_ratio = removal(p_raised) / removal(P)
ratios_no_cohesion = [removal(p_raised, x, 0) / removal(P, x, 0)
                      for x in np.logspace(-1, 5, 61)]
best_no_cohesion = max(ratios_no_cohesion)
assert best_no_cohesion <= rho**-2 < rate_ratio
same_a_no_cohesion = removal(p_raised, a, 0) / removal(P, a, 0)


# Layer response from fully coated or fully bare surface.
def half_time(p, initial):
    def crossing(t, y):
        return y[0] - 0.5
    crossing.terminal = True
    out = solve_ivp(lambda t, y: [coverage_rate(y[0], p)], (0, 100),
                    [initial], events=crossing, rtol=1e-9, atol=1e-11)
    assert len(out.t_events[0]) == 1
    return out.t_events[0][0]


clear_time = half_time(p_raised, 1.0)
reform_time = half_time(P, 0.0)

# Bistable layer: predicted folds against time integration.
w_strong = 5.0
a_strong = (kd + beta * p_star) * np.exp(-w_strong / 2)
root = np.sqrt(1 - 4 / w_strong)
folds = []
for th in ((1 - root) / 2, (1 + root) / 2):
    folds.append((a_strong * (1 - th) / th * np.exp(w_strong * th) - kd)
                 / beta)
p_reform, p_clear = folds


def end_gap(p):
    ends = []
    for initial in (0.001, 0.999):
        out = solve_ivp(lambda t, y: [coverage_rate(
            y[0], p, a_strong, beta, w_strong)], (0, 300), [initial],
            method="LSODA", rtol=1e-8, atol=1e-10)
        ends.append(out.y[0, -1])
    return abs(ends[1] - ends[0])


assert end_gap(0.98 * p_reform) < 1e-4 and end_gap(1.02 * p_clear) < 1e-4
assert end_gap(1.02 * p_reform) > 0.2 and end_gap(0.98 * p_clear) > 0.2


# Full evolution: raised coverage, recessed coverage, step, recessed loss.
def polish(fixed_bare=None):
    def rhs(t, y):
        pu, pd = pressures(y[2])
        if fixed_bare is None:
            bu, bd = 1 - y[0], 1 - y[1]
            du, dd = coverage_rate(y[0], pu), coverage_rate(y[1], pd)
        else:
            bu = bd = fixed_bare
            du = dd = 0.0
        ru, rd = K * pu * bu, K * pd * bd
        return [du, dd, rd - ru, rd]

    def finished(t, y):
        return y[2] - h_end
    finished.terminal = True
    out = solve_ivp(rhs, (0, 5000), [1, 1, h_start, 0], method="LSODA",
                    events=finished, rtol=1e-8, atol=1e-9, max_step=2)
    assert len(out.t_events[0]) == 1
    return out.t_events[0][0], out.y_events[0][0][3]


time_full, loss_full = polish()
time_preston, loss_preston = polish(1.0)
bare_planar = 1 - coverage(P)
time_static, loss_static = polish(bare_planar)


def step_speed(h):
    pu, pd = pressures(h)
    return removal(pu) - removal(pd)


time_quasi = ((h_start - h_contact) / removal(p_raised)
              + quad(lambda h: 1 / step_speed(h), h_end, h_contact)[0])
loss_quasi = quad(lambda h: removal(pressures(h)[1]) / step_speed(h),
                  h_end, h_contact)[0]
loss_formula = (P / kappa * np.log(h_contact / h_end)
                - rho * (h_contact - h_end))
assert abs(time_full / time_quasi - 1) < 0.02
assert abs(loss_full / loss_quasi - 1) < 0.02
assert abs(loss_preston - loss_formula) < 1e-3
assert abs(loss_static - loss_preston) < 1e-3
assert loss_full < loss_preston

# Recoating height and final decay, the latter from finite small steps.
h_star = (p_star - P) / ((1 - rho) * kappa)
assert abs(coverage(pressures(h_star)[0]) - 0.5) < 1e-9
late_rate = kappa * log_slope(P) * removal(P) / P
assert abs(step_speed(0.01) / 0.01 / late_rate - 1) < 1e-3
efold_loss = P / (log_slope(P) * kappa)
assert abs(removal(P) / (step_speed(0.01) / 0.01) / efold_loss - 1) < 1e-3

print(f"Adsorption a {a:.2f} 1/s; detachment kd {kd:.2f} 1/s")
print(f"Hit coefficient beta {beta:.2f} 1/(s kPa); cohesion w {w:.2f}")
print(f"Removal coefficient K {K:.2f} nm/(s kPa)")
print(f"Nominal pressure {P:.1f} kPa; raised fraction {rho:.2f}")
print(f"Pad stiffness {kappa:.2f} kPa/nm; temperature {temperature:.2f} K")
print(f"Initial step {h_start:.1f} nm; final step {h_end:.1f} nm")
print(f"Squeeze work for 1 nm^3 / kT, planar and raised: "
      f"{squeeze_planar:.5f}, {squeeze_raised:.5f}")
print(f"Coverage without hits, unloaded and squeezed at raised pressure: "
      f"{cover_unloaded:.6f}, {cover_squeezed:.6f}")
print(f"Pad load increase factor: {1/rho:.2f}")
print(f"Real contact area increase factor: {area_ratio:.3f}")
print(f"Mean contact pressure factor: {contact_pressure_ratio:.3f}")
print(f"Contact area exponent: {area_exponent:.3f}")
print(f"Trigger pressure: {p_star:.2f} kPa")
print(f"Trigger at doubled additive: {trigger(2*a):.2f} kPa")
print(f"Trigger at doubled hit coefficient: {trigger(a,2*beta):.2f} kPa")
print(f"Additive window in a: {a_min:.2f} to {a_max:.2f} 1/s")
for name, p in (("planar", P), ("trigger", p_star), ("raised", p_raised)):
    print(f"{name}: p {p:.2f} kPa, coverage {coverage(p):.4f}, "
          f"rate {removal(p):.4f} nm/s, slope n {log_slope(p):.3f}")
print(f"Raised/planar removal ratio: {rate_ratio:.2f}")
print(f"Raised/planar bare-fraction ratio: {rate_ratio*rho:.2f}")
print(f"Ratio without cohesion, same a: {same_a_no_cohesion:.2f}")
print(f"Largest scanned ratio without cohesion: {best_no_cohesion:.2f}")
print(f"Ratio limit without cohesion: {rho**-2:.2f}")
print(f"Raised layer half-clearing time: {clear_time:.3f} s")
print(f"Planar layer half-reforming time: {reform_time:.3f} s")
print(f"Strong cohesion w {w_strong:.1f}, a {a_strong:.3f} 1/s")
print(f"Strong layer reforms below: {p_reform:.2f} kPa")
print(f"Strong layer clears above: {p_clear:.2f} kPa")
print(f"Recess contact begins at step: {h_contact:.2f} nm")
print(f"Raised half-recoating step: {h_star:.2f} nm")
for h in (h_start, 150.0, h_star, h_end):
    pu, pd = pressures(h)
    print(f"h {h:.1f} nm: p up/down {pu:.2f}/{pd:.2f} kPa, "
          f"coverage {coverage(pu):.3f}/{coverage(pd):.3f}, "
          f"rate {removal(pu):.3f}/{removal(pd):.3f} nm/s")
print(f"Self-stopping full model: {time_full:.2f} s, "
      f"recess loss {loss_full:.2f} nm")
print(f"Self-stopping quasi-steady: {time_quasi:.2f} s, "
      f"recess loss {loss_quasi:.2f} nm")
print(f"Preston: {time_preston:.2f} s, recess loss {loss_preston:.2f} nm")
print(f"Static layer: {time_static:.2f} s, recess loss {loss_static:.2f} nm")
print(f"Late step decay time, self-stopping: {1/late_rate:.2f} s")
print(f"Late step decay time, Preston: {1/(K*kappa):.2f} s")
print(f"Loss per e-fold, self-stopping: {efold_loss:.2f} nm")
print(f"Loss per e-fold, Preston: {P/kappa:.2f} nm")
print(f"Planar loss in 60 s, self-stopping: {60*removal(P):.2f} nm")
print(f"Planar loss in 60 s, Preston: {60*K*P:.2f} nm")
print("verified")
```

It prints:

```
Adsorption a 8.00 1/s; detachment kd 0.50 1/s
Hit coefficient beta 1.00 1/(s kPa); cohesion w 3.50
Removal coefficient K 0.10 nm/(s kPa)
Nominal pressure 20.0 kPa; raised fraction 0.25
Pad stiffness 0.40 kPa/nm; temperature 298.15 K
Initial step 500.0 nm; final step 20.0 nm
Squeeze work for 1 nm^3 / kT, planar and raised: 0.00486, 0.01943
Coverage without hits, unloaded and squeezed at raised pressure: 0.998104, 0.998066
Pad load increase factor: 4.00
Real contact area increase factor: 3.769
Mean contact pressure factor: 1.061
Contact area exponent: 0.957
Trigger pressure: 45.54 kPa
Trigger at doubled additive: 91.57 kPa
Trigger at doubled hit coefficient: 22.77 kPa
Additive window in a: 3.56 to 13.99 1/s
planar: p 20.00 kPa, coverage 0.9015, rate 0.1969 nm/s, slope n 2.276
trigger: p 45.54 kPa, coverage 0.5000, rate 2.2768 nm/s, slope n 4.957
raised: p 80.00 kPa, coverage 0.1393, rate 6.8858 nm/s, slope n 1.238
Raised/planar removal ratio: 34.97
Raised/planar bare-fraction ratio: 8.74
Ratio without cohesion, same a: 5.06
Largest scanned ratio without cohesion: 15.70
Ratio limit without cohesion: 16.00
Raised layer half-clearing time: 0.202 s
Planar layer half-reforming time: 0.134 s
Strong cohesion w 5.0, a 3.779 1/s
Strong layer reforms below: 38.90 kPa
Strong layer clears above: 53.29 kPa
Recess contact begins at step: 200.00 nm
Raised half-recoating step: 85.12 nm
h 500.0 nm: p up/down 80.00/0.00 kPa, coverage 0.139/0.998, rate 6.886/0.000 nm/s
h 150.0 nm: p up/down 65.00/5.00 kPa, coverage 0.194/0.978, rate 5.238/0.011 nm/s
h 85.1 nm: p up/down 45.54/11.49 kPa, coverage 0.500/0.949, rate 2.277/0.059 nm/s
h 20.0 nm: p up/down 26.00/18.00 kPa, coverage 0.859/0.914, rate 0.366/0.155 nm/s
Self-stopping full model: 176.62 s, recess loss 13.51 nm
Self-stopping quasi-steady: 177.06 s, recess loss 13.58 nm
Preston: 95.06 s, recess loss 70.13 nm
Static layer: 965.46 s, recess loss 70.13 nm
Late step decay time, self-stopping: 111.55 s
Late step decay time, Preston: 25.00 s
Loss per e-fold, self-stopping: 21.97 nm
Loss per e-fold, Preston: 50.00 nm
Planar loss in 60 s, self-stopping: 11.82 nm
Planar loss in 60 s, Preston: 120.00 nm
verified
```
